# Nonlinear core correction force in a plane-wave calculation: test program

```python
"""Nonlinear core correction (NLCC) force in a plane-wave calculation.

Result under test, for an ion at R with an unpolarized partial core:
    F = sum_G G * rho(G) * Im[ vbar(G) * exp(i G.R) ]
rho(G)  : Fourier integral of the core density of one ion (form factor)
vbar(G) : Fourier coefficient of (v_xc_up + v_xc_down)/2, with v_xc taken
          at the valence density plus the core density.
Hartree atomic units. The model has two soft local ions with Gaussian cores,
two spin-up electrons and one spin-down electron, at the Gamma point.
The ion-ion energy is left out of the electronic energy.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf.dft import libxc

# ---------- model parameters ----------
cell = np.array([8.0, 6.5, 6.0])
positions = np.array([[1.0, 1.2, 0.9], [4.3, 2.0, 1.6]])
ion_charge = [2.0, 1.0]
ion_width = 1.0
core_charge = [4.0, 2.0]
core_width = [0.8, 0.9]
occupied = [2, 1]
cutoff = 5.0
n_grid = 27                      # odd: every G has its partner -G

# ---------- grids and Fourier transforms ----------
volume = cell.prod()
n_points = n_grid**3
d_vol = volume / n_points
AXES = (-3, -2, -1)
G = np.array(np.meshgrid(
    *[2*np.pi/L*np.fft.fftfreq(n_grid, 1/n_grid) for L in cell],
    indexing="ij"))
G2 = (G**2).sum(axis=0)
G2_safe = np.where(G2 > 0, G2, 1.0)
coulomb = np.where(G2 > 0, 4*np.pi/G2_safe, 0.0)
points = np.array(np.meshgrid(
    *[np.arange(n_grid)*L/n_grid for L in cell], indexing="ij"))


def to_G(f):
    return np.fft.fftn(f, axes=AXES)/n_points


def to_r(f):
    return np.fft.ifftn(f, axes=AXES).real*n_points


core_form = [q*np.exp(-G2*w**2/4) for q, w in zip(core_charge, core_width)]
ion_form = [-z*coulomb*np.exp(-G2*ion_width**2/4) for z in ion_charge]


def superpose(forms, pos):
    total = sum(f*np.exp(-1j*np.tensordot(R, G, axes=1))
                for f, R in zip(forms, pos))
    return to_r(total/volume)


def overlap_terms(field, form, R):
    phase = np.exp(1j*np.tensordot(R, G, axes=1))
    return G*form*(to_G(field)*phase).imag


def overlap_force(field, form, R):
    return overlap_terms(field, form, R).sum(axis=AXES)


# ---------- exchange-correlation energy and potentials ----------
def xc_lsda(n):
    exc, vxc = libxc.eval_xc("lda,vwn", n.reshape(2, -1),
                             spin=1, deriv=1)[:2]
    energy = np.sum(exc*n.sum(axis=0).ravel())*d_vol
    return energy, np.asarray(vxc[0]).T.reshape(n.shape)


def gradient(f):
    return to_r(1j*G*to_G(f))


def xc_pbe(n):
    grad = np.array([gradient(n[0]), gradient(n[1])])
    rho = np.concatenate([n[:, None], grad], axis=1).reshape(2, 4, -1)
    exc, vxc = libxc.eval_xc("pbe,pbe", rho, spin=1, deriv=1)[:2]
    energy = np.sum(exc*n.sum(axis=0).ravel())*d_vol
    v = np.asarray(vxc[0]).T.reshape(n.shape).copy()
    s_uu, s_ud, s_dd = np.asarray(vxc[1]).T.reshape((3,) + n.shape[1:])
    flux = [2*s_uu*grad[0] + s_ud*grad[1], 2*s_dd*grad[1] + s_ud*grad[0]]
    for spin in range(2):
        v[spin] -= to_r((1j*G*to_G(flux[spin])).sum(axis=0))
    return energy, v


# ---------- self-consistent plane-wave calculation ----------
pw = np.argwhere(G2/2 <= cutoff)
pw_kinetic = G2[tuple(pw.T)]/2
pw_diff = tuple(np.moveaxis((pw[:, None] - pw[None]) % n_grid, -1, 0))


def solve(pos, v_start):
    """Return the self-consistent state; potentials are mixed (Anderson)."""
    v_ion = superpose(ion_form, pos)
    n_core = superpose(core_form, pos)
    v_in = v_start.copy()
    old_v, old_r = [], []
    for iteration in range(120):
        n_val = np.zeros_like(v_in)
        kinetic, gaps = 0.0, []
        for spin, n_occ in enumerate(occupied):
            H = to_G(v_ion + v_in[spin])[pw_diff]
            H = H + np.diag(pw_kinetic)
            eps, c = eigh(H, subset_by_index=[0, n_occ])
            gaps.append(eps[n_occ] - eps[n_occ - 1])
            for k in range(n_occ):
                kinetic += np.sum(pw_kinetic*abs(c[:, k])**2)
                coeff = np.zeros(G2.shape, complex)
                coeff[tuple(pw.T)] = c[:, k]
                psi = np.fft.ifftn(coeff)*n_points
                n_val[spin] += abs(psi)**2/volume
        n_tot = n_val.sum(axis=0)
        v_h = to_r(coulomb*to_G(n_tot))
        e_xc, v_xc = xc_lsda(n_val + n_core/2)
        res = v_h + v_xc - v_in
        if abs(res).max() < 1e-8:
            break
        old_v.append(v_in.ravel().copy())
        old_r.append(res.ravel().copy())
        old_v, old_r = old_v[-7:], old_r[-7:]
        step = 0.5*old_r[-1]
        if len(old_r) > 1:
            dv = np.diff(np.array(old_v), axis=0).T
            dr = np.diff(np.array(old_r), axis=0).T
            theta = np.linalg.lstsq(dr, old_r[-1], rcond=None)[0]
            step = step - (dv + 0.5*dr) @ theta
        v_in = v_in + step.reshape(v_in.shape)
    assert abs(res).max() < 1e-8, "self-consistency not reached"
    energy = kinetic + e_xc + np.sum((v_ion + v_h/2)*n_tot)*d_vol
    return dict(energy=energy, e_xc=e_xc, n_val=n_val, n_core=n_core,
                v_xc=v_xc, v_hxc=v_in, gaps=gaps)


def derivative(f, h=0.02):
    """Fourth-order central difference at zero displacement."""
    return (8*(f(h) - f(-h)) - (f(2*h) - f(-2*h)))/(12*h)


def moved(ion, direction, s):
    pos = positions.copy()
    pos[ion] += s*np.asarray(direction)
    return pos


state = solve(positions, np.zeros((2,) + G2.shape))
n_val, n_core, v_xc = state["n_val"], state["n_core"], state["v_xc"]
v_bar = v_xc.mean(axis=0)
F_core = np.array([overlap_force(v_bar, core_form[i], positions[i])
                   for i in range(2)])
assert min(state["gaps"]) > 1e-3      # fixed occupations are well defined

# ---------- form factor from its radial integral ----------
g_test, w0, q0 = 1.5, core_width[0], core_charge[0]
radial = quad(lambda r: 4*np.pi*r*np.sin(g_test*r)/g_test * q0
              * np.exp(-r**2/w0**2)/(np.pi**1.5*w0**3), 0, 10)[0]
assert abs(radial - q0*np.exp(-g_test**2*w0**2/4)) < 1e-8

# ---------- real-space lattice sums of the core and its gradient ----------
core_direct = np.zeros_like(n_core)
F_real = np.zeros((2, 3))
for i in range(2):
    w, q = core_width[i], core_charge[i]
    for shift in itertools.product((-1, 0, 1), repeat=3):
        origin = positions[i] + np.array(shift)*cell
        d = points - origin[:, None, None, None]
        rho = q*np.exp(-(d**2).sum(axis=0)/w**2)/(np.pi**1.5*w**3)
        core_direct += rho
        F_real[i] += (v_bar*(-2*d/w**2)*rho).sum(axis=AXES)*d_vol
core_error = abs(core_direct - n_core).max()
assert core_error < 1e-5              # tail of the form factor off the grid
assert abs(F_real - F_core).max() < 1e-5

# ---------- frozen valence density: differences of E_xc ----------
def frozen_energy(xc, ion, direction, s, up_share=0.5):
    core = superpose(core_form, moved(ion, direction, s))
    return xc(n_val + np.array([up_share*core, (1 - up_share)*core]))[0]


F_frozen = np.array([[-derivative(
    lambda s: frozen_energy(xc_lsda, i, axis, s)) for axis in np.eye(3)]
    for i in range(2)])
assert abs(F_frozen - F_core).max() < 1e-6

v_pbe = xc_pbe(n_val + n_core/2)[1]
F_pbe = overlap_force(v_pbe.mean(axis=0), core_form[0], positions[0])
F_pbe_diff = np.array([-derivative(
    lambda s: frozen_energy(xc_pbe, 0, axis, s)) for axis in np.eye(3)])
assert abs(F_pbe - F_pbe_diff).max() < 2e-6

# ---------- spin-polarized core: weights follow the spin shares ----------
share = 0.6
v_pol = xc_lsda(n_val + np.array([share*n_core, (1 - share)*n_core]))[1]
F_pol = overlap_force(share*v_pol[0] + (1 - share)*v_pol[1],
                      core_form[0], positions[0])
F_pol_mean = overlap_force(v_pol.mean(axis=0), core_form[0], positions[0])
F_pol_diff = np.array([-derivative(
    lambda s: frozen_energy(xc_lsda, 0, axis, s, share))
    for axis in np.eye(3)])
assert abs(F_pol - F_pol_diff).max() < 1e-6
assert abs(F_pol_mean - F_pol_diff).max() > 1e-5

# ---------- translation identity (limited by grid sampling of v_xc) ----------
valence_side = sum((v_xc[s]*gradient(n_val[s])).sum(axis=AXES)*d_vol
                   for s in range(2))
assert abs(F_core.sum(axis=0) + valence_side).max() < 2e-5

# ---------- self-consistent energy differences ----------
direction = np.array([1.0, 2.0, 2.0])/3
runs = {}


def relaxed(s, key):
    if s not in runs:
        runs[s] = solve(moved(0, direction, s), state["v_hxc"])
    return runs[s][key]


F_total_diff = -derivative(lambda s: relaxed(s, "energy"))
minus_dExc = -derivative(lambda s: relaxed(s, "e_xc"))
F_ion = overlap_force(n_val.sum(axis=0), ion_form[0], positions[0])
F_total = (F_ion + F_core[0]) @ direction
assert abs(F_total - F_total_diff) < 2e-6

# ---------- common errors ----------
v_valence_only = xc_lsda(n_val)[1].mean(axis=0)
F_val_only = overlap_force(v_valence_only, core_form[0], positions[0])
F_up = overlap_force(v_xc[0], core_form[0], positions[0])
F_down = overlap_force(v_xc[1], core_form[0], positions[0])

# ---------- output ----------
def vec(x):
    return " ".join(f"{c:+.6f}" for c in x)


print("cell edges (bohr):", cell, " volume (bohr^3):", volume)
for i in range(2):
    print(f"ion {i+1}: position (bohr)", positions[i], "charge",
          ion_charge[i], "core charge", core_charge[i],
          "core width (bohr)", core_width[i])
print("ion potential width (bohr):", ion_width)
print("electrons up, down:", occupied, " cutoff (hartree):", cutoff)
print("plane waves:", len(pw), " grid points per edge:", n_grid)
print(f"gaps up, down (hartree): {state['gaps'][0]:.4f}"
      f" {state['gaps'][1]:.4f}")
print(f"electronic energy (hartree): {state['energy']:.6f}")
print(f"E_xc with core (hartree): {state['e_xc']:.6f}")
print(f"form factor ion 1 at G=1.5/bohr, radial integral: {radial:.6f}")
print(f"largest core density error (bohr^-3): {core_error:.1e}")
print("One pair +G,-G for ion 1, G=(2pi/a,0,0):")
g1 = G[0, 1, 0, 0]
v1 = to_G(v_bar)[1, 0, 0]
im1 = (v1*np.exp(1j*g1*positions[0, 0])).imag
print(f"  G (1/bohr): {g1:.6f}  form factor: {core_form[0][1,0,0]:.6f}")
print(f"  vbar(G) (hartree): {v1.real:+.6f} {v1.imag:+.6f} i")
print(f"  Im[vbar(G) exp(iG.R)] (hartree): {im1:+.6f}")
print(f"  pair force x (hartree/bohr): {2*g1*core_form[0][1,0,0]*im1:+.6f}")
print("Core force on ion 1 summed up to |G| (hartree/bohr):")
terms = overlap_terms(v_bar, core_form[0], positions[0])
for g_max in (2, 4, 6, 8):
    part = (terms*(G2 <= g_max**2)).sum(axis=AXES)
    print(f"  |G| <= {g_max}/bohr:", vec(part))
print("Forces below in hartree/bohr, x y z:")
for i in range(2):
    print(f"core force ion {i+1}, reciprocal sum:", vec(F_core[i]))
    print(f"core force ion {i+1}, real space    :", vec(F_real[i]))
    print(f"core force ion {i+1}, -dE_xc frozen :", vec(F_frozen[i]))
unit = (physical_constants["Hartree energy in eV"][0]
        / (physical_constants["Bohr radius"][0]*1e10))
print("core force ion 1 (eV/angstrom):", vec(F_core[0]*unit))
print("core force ion 2 (eV/angstrom):", vec(F_core[1]*unit))
print("sum of core forces        :", vec(F_core.sum(axis=0)))
print("valence side of identity  :", vec(valence_side))
print("ion 1, v_xc up only       :", vec(F_up))
print("ion 1, v_xc down only     :", vec(F_down))
print("ion 1, v_xc of valence    :", vec(F_val_only))
print("ion 1, PBE, formula       :", vec(F_pbe))
print("ion 1, PBE, -dE_xc frozen :", vec(F_pbe_diff))
print(f"ion 1, core up share {share}, weighted:", vec(F_pol))
print(f"ion 1, core up share {share}, plain mean:", vec(F_pol_mean))
print(f"ion 1, core up share {share}, -dE_xc:", vec(F_pol_diff))
print("Ion 1 along (1,2,2)/3 (hartree/bohr):")
print(f"  local ion force: {F_ion @ direction:+.7f}")
print(f"  core force: {F_core[0] @ direction:+.7f}")
print(f"  local + core: {F_total:+.7f}")
print(f"  -dE/ds self-consistent: {F_total_diff:+.7f}")
print(f"  -dE_xc/ds self-consistent: {minus_dExc:+.7f}")
print("tests ok")
```

Running it gives:

```
cell edges (bohr): [8.  6.5 6. ]  volume (bohr^3): 312.0
ion 1: position (bohr) [1.  1.2 0.9] charge 2.0 core charge 4.0 core width (bohr) 0.8
ion 2: position (bohr) [4.3 2.  1.6] charge 1.0 core charge 2.0 core width (bohr) 0.9
ion potential width (bohr): 1.0
electrons up, down: [2, 1]  cutoff (hartree): 5.0
plane waves: 157  grid points per edge: 27
gaps up, down (hartree): 0.1926 0.2828
electronic energy (hartree): -4.459585
E_xc with core (hartree): -4.635698
form factor ion 1 at G=1.5/bohr, radial integral: 2.790705
largest core density error (bohr^-3): 1.9e-09
One pair +G,-G for ion 1, G=(2pi/a,0,0):
  G (1/bohr): 0.785398  form factor: 3.624072
  vbar(G) (hartree): +0.004789 +0.020202 i
  Im[vbar(G) exp(iG.R)] (hartree): +0.017671
  pair force x (hartree/bohr): +0.100597
Core force on ion 1 summed up to |G| (hartree/bohr):
  |G| <= 2/bohr: -0.016759 +0.023905 -0.015412
  |G| <= 4/bohr: +0.009659 +0.002201 +0.002355
  |G| <= 6/bohr: +0.007521 +0.001851 +0.002129
  |G| <= 8/bohr: +0.007553 +0.001857 +0.002134
Forces below in hartree/bohr, x y z:
core force ion 1, reciprocal sum: +0.007553 +0.001857 +0.002134
core force ion 1, real space    : +0.007553 +0.001857 +0.002134
core force ion 1, -dE_xc frozen : +0.007553 +0.001857 +0.002134
core force ion 2, reciprocal sum: -0.011403 -0.002472 -0.002397
core force ion 2, real space    : -0.011403 -0.002472 -0.002397
core force ion 2, -dE_xc frozen : -0.011403 -0.002472 -0.002397
core force ion 1 (eV/angstrom): +0.388380 +0.095485 +0.109731
core force ion 2 (eV/angstrom): -0.586363 -0.127128 -0.123263
sum of core forces        : -0.003850 -0.000615 -0.000263
valence side of identity  : +0.003850 +0.000615 +0.000263
ion 1, v_xc up only       : -0.004002 -0.002679 -0.001020
ion 1, v_xc down only     : +0.019108 +0.006392 +0.005288
ion 1, v_xc of valence    : +0.008773 +0.002523 +0.003316
ion 1, PBE, formula       : +0.003864 +0.000975 +0.001399
ion 1, PBE, -dE_xc frozen : +0.003864 +0.000975 +0.001399
ion 1, core up share 0.6, weighted: +0.006244 +0.001326 +0.001764
ion 1, core up share 0.6, plain mean: +0.008569 +0.002242 +0.002407
ion 1, core up share 0.6, -dE_xc: +0.006244 +0.001326 +0.001764
Ion 1 along (1,2,2)/3 (hartree/bohr):
  local ion force: +0.0497986
  core force: +0.0051781
  local + core: +0.0549767
  -dE/ds self-consistent: +0.0549767
  -dE_xc/ds self-consistent: +0.0260914
tests ok
```
